# Analytic MBD gradients from the inverse square root, with screened polarizabilities

A molecule adsorbs on a cluster, or a molecular aggregate relaxes, and part of the force on each nucleus comes from correlated fluctuations of the electron clouds. The many-body dispersion (MBD) model represents each atom by a three-dimensional harmonic oscillator, couples the oscillators through their dipoles, and takes the shift of the zero-point energy as the dispersion energy. With the input parameters of the atoms held fixed, a nucleus that moves changes this energy in two ways: it changes the dipole couplings, and it changes the polarizabilities themselves, because in the range-separated self-consistent screening variant (MBD@rsSCS) these are dressed by the short-range fields of the neighbours. The energy is a sum over normal-mode frequencies, and in a geometry with, for example, a threefold axis some modes are degenerate, and their single frequencies need not have a derivative. The force is nevertheless well defined, and it can be written without differentiating any eigenvector.

Hartree atomic units are used, for a finite cluster of $N$ sites at $\mathbf R_i$. An oscillator of charge $q$, mass $m$ and frequency $\bar\omega_i$ has polarizability $\bar\alpha_i=q^2/m\bar\omega_i^2$, so in the mass-weighted displacement $\boldsymbol\xi_i$ its dipole is $q\boldsymbol\xi_i/\sqrt m=\bar\omega_i\sqrt{\bar\alpha_i}\,\boldsymbol\xi_i$. Two dipoles interact as $\boldsymbol\mu_i^{T}T\boldsymbol\mu_j$ with $T=-\nabla\nabla(1/R)$, $\mathbf R=\mathbf R_i-\mathbf R_j$. The model keeps the long-range part of this coupling through a Fermi function $f(R,s)=[1+e^{-a(R/s-1)}]^{-1}$. The potential energy is $\tfrac12\xi^TC\xi$, where the symmetric $3N\times3N$ matrix $C$ has $3\times3$ blocks

$$C_{ii}=\bar\omega_i^2 I,\qquad C_{ij}=\kappa_{ij}\,f(R,\bar s_{ij})\,T,\qquad \kappa_{ij}=\bar\omega_i\bar\omega_j\sqrt{\bar\alpha_i\bar\alpha_j},\qquad \bar s_{ij}=\beta(\bar r_i+\bar r_j).$$

If $C$ is positive definite, its eigenvalues $\lambda_p$ are squared mode frequencies, and with $S=C^{1/2}$ the positive square root,

$$E=\tfrac12\sum_p\sqrt{\lambda_p}-\tfrac32\sum_i\bar\omega_i=\tfrac12\operatorname{Tr}S-\tfrac32\sum_i\bar\omega_i .$$

The barred quantities come from screening. Each site has inputs $\alpha_i,\omega_i,r_i$ and, at imaginary frequency $u$, the polarizability $\alpha_i(u)=\alpha_i/(1+u^2/\omega_i^2)$. In a uniform field $\mathbf F$ the induced dipoles obey $\boldsymbol\mu_i=\alpha_i(u)[\mathbf F-\sum_{j\ne i}B_{ij}\boldsymbol\mu_j]$, which is $\sum_jB_{ij}\boldsymbol\mu_j=\mathbf F$ once $B_{ii}=I/\alpha_i(u)$ is included. With $A=B^{-1}$ the solution is $\boldsymbol\mu_i=\sum_jA_{ij}\mathbf F$, and the isotropic average defines

$$\bar\alpha_i(u)=\tfrac13\operatorname{Tr}\sum_jA_{ij}(u),\qquad B_{ij}=[1-f(R,s_{ij})]\,T^{GG},\qquad s_{ij}=\beta(r_i+r_j).$$

Here $T^{GG}=-\nabla\nabla[\operatorname{erf}(R/\sigma_{ij})/R]$ couples dipoles smeared as Gaussians $e^{-r^2/\sigma_i^2}$. Their Fourier transforms $e^{-k^2\sigma_i^2/4}$ multiply, so $\sigma_{ij}^2=\sigma_i^2+\sigma_j^2$ and the potential is $v=(2/\pi)\int_0^\infty e^{-k^2\sigma_{ij}^2/4}\sin(kR)/(kR)\,dk$; the $R$ derivative of $Rv$ is the cosine integral $2e^{-R^2/\sigma_{ij}^2}/(\sqrt\pi\sigma_{ij})$, which is that of the error function. The width is $\sigma_i^3=\sqrt{2/\pi}\,\alpha_i(u)/3$. The screened response is then mapped back onto one oscillator per site. For a single oscillator the Casimir–Polder integral $C_6=(3/\pi)\int_0^\infty\alpha(u)^2du$ equals $\tfrac34\alpha^2\omega$, because $\int_0^\infty(1+u^2/\omega^2)^{-2}du=\pi\omega/4$. Inverting this, on a grid $(u_k,w_k)$ that does not depend on geometry and with $\bar\alpha_i\equiv\bar\alpha_i(0)$,

$$\bar C_{6,i}=\frac3\pi\sum_kw_k\bar\alpha_i(u_k)^2,\qquad\bar\omega_i=\frac{4\bar C_{6,i}}{3\bar\alpha_i^2},\qquad\bar r_i=r_i\Big(\frac{\bar\alpha_i}{\alpha_i}\Big)^{1/3}.$$

The point $u_0=0$ is carried along with weight $w_0=0$. What follows is the derivative of this discretised energy, and it assumes that $C$ is positive definite, each $B(u_k)$ invertible and each $\bar\alpha_i>0$.

Differentiate $SS=C$, keeping the order of the factors:

$$S\,dS+dS\,S=dC .$$

In the eigenbasis of $C$ at the current geometry the $pq$ element reads $(\sqrt{\lambda_p}+\sqrt{\lambda_q})\,dS_{pq}=dC_{pq}$. The prefactor is a sum of positive numbers, so the linear map $dS\mapsto S\,dS+dS\,S$ is invertible, and by the implicit function theorem $S$ is a smooth function of $C$ whether or not eigenvalues coincide. Multiply from the left by $D=S^{-1}=C^{-1/2}$ and take the trace. The first term gives $\operatorname{Tr}dS$, and the second gives $\operatorname{Tr}(D\,dS\,S)=\operatorname{Tr}(SD\,dS)=\operatorname{Tr}dS$ by cyclic invariance. Hence $\operatorname{Tr}dS=\tfrac12\operatorname{Tr}(D\,dC)$ and

$$dE=\tfrac14\operatorname{Tr}(D\,dC)-\tfrac32\sum_id\bar\omega_i. \tag{1}$$

The identity is one between traces. The matrix $\tfrac12D\,dC$ has elements $dC_{pq}/2\sqrt{\lambda_p}$, which differ from $dS_{pq}$ wherever $\lambda_p\neq\lambda_q$ and $dC_{pq}\neq0$.

The route through eigenvectors shows what has been avoided. Differentiating $Cv_p=\lambda_pv_p$ for a simple eigenvalue gives $dC\,v_p+C\,dv_p=d\lambda_p\,v_p+\lambda_p\,dv_p$. Projection on $v_p$ yields $d\lambda_p=v_p^TdC\,v_p$, and projection on $v_q$ yields $v_q^Tdv_p=v_q^TdC\,v_p/(\lambda_p-\lambda_q)$. A displacement $\delta$ that splits a degenerate pair linearly makes this denominator of order $\delta$, so the derivative along a second direction that couples the pair grows as $1/\delta$. These terms do not reach the energy. Writing $S=V\Lambda^{1/2}V^T$ and $\Omega=V^TdV$, the condition $V^TV=I$ makes $\Omega$ antisymmetric, and the eigenvector part of $\operatorname{Tr}dS$ is $\operatorname{Tr}[(\Omega+\Omega^T)\Lambda^{1/2}]=0$. What remains of $\tfrac12\operatorname{Tr}dS$, namely $\tfrac14\sum_p\lambda_p^{-1/2}v_p^TdC\,v_p$, is the first term of (1). At a degeneracy the separate elements $v_p^TdC\,v_p$ depend on the basis chosen in the level, but they share one factor $\lambda_p^{-1/2}$ and their sum is a basis-independent trace.

The matrix $D$ can be assembled as $V\Lambda^{-1/2}V^T$, where the arbitrariness within a level cancels for the same reason, or without eigenvectors. Since $\int_0^\infty du/(\lambda+u^2)=\pi/2\sqrt\lambda$ in each mode, $D=(2/\pi)\int_0^\infty(C+u^2)^{-1}du$. The Denman–Beavers iteration starts from $P_0=C$, $Q_0=I$ and sets $P_{n+1}=\tfrac12(P_n+Q_n^{-1})$, $Q_{n+1}=\tfrac12(Q_n+P_n^{-1})$. All iterates are functions of $C$, so each mode evolves as a pair of numbers $y,z$. If $z=y/\lambda$, as at the start, then $y'=\tfrac12(y+\lambda/y)$ and $z'=\tfrac12(y/\lambda+1/y)=y'/\lambda$. The first is Newton's rule, with $y'-\sqrt\lambda=(y-\sqrt\lambda)^2/2y$, so $P_n\to S$ and $Q_n\to D$ quadratically.

Both pair tensors, damped or not, have the form $pI+q\mathbf R\mathbf R^T$ with $p,q$ functions of $R$. Define $M{:}T=\sum_{ab}M_{ab}T_{ab}$. From $\partial_cR=R_c/R$ and $\partial_c(R_aR_b)=\delta_{ac}R_b+\delta_{bc}R_a$, any $3\times3$ matrix $M$ gives

$$M{:}\partial_cT=\big(p'\operatorname{Tr}M+q'\,\mathbf R^TM\mathbf R\big)\frac{R_c}{R}+q\,[(M+M^T)\mathbf R]_c. \tag{2}$$

For a radial potential, $\partial_av=v'R_a/R$ and $\partial_a\partial_bv=(v'/R)\delta_{ab}+(v''-v'/R)R_aR_b/R^2$, so $p=-v'/R$ and $q=-(v''-v'/R)/R^2$. With $v=1/R$ this is $p=R^{-3}$, $q=-3R^{-5}$, $p'=-3R^{-4}$, $q'=15R^{-6}$. For $v=\operatorname{erf}\zeta/R$ with $\zeta=R/\sigma$, define

$$g=\operatorname{erf}\zeta-\frac{2\zeta}{\sqrt\pi}e^{-\zeta^2},\qquad h=\frac{4\zeta^3}{\sqrt\pi}e^{-\zeta^2}.$$

Then $v'=-\operatorname{erf}\zeta/R^2+2e^{-\zeta^2}/(\sqrt\pi\sigma R)=-g/R^2$. Also $dg/d\zeta=(2/\sqrt\pi)e^{-\zeta^2}[1-(1-2\zeta^2)]=h/\zeta$ and $\zeta\,dh/d\zeta=(3-2\zeta^2)h$. The operator $\zeta\,d/d\zeta$ equals $R\,\partial_R$ and $-\sigma\,\partial_\sigma$ on functions of $\zeta$. Thus $v''=(2g-h)/R^3$, $v''-v'/R=(3g-h)/R^3$, and

$$p=\frac g{R^3},\qquad q=\frac{h-3g}{R^5},\qquad p'=\frac{h-3g}{R^4},$$

$$q'=\frac{(3-2\zeta^2)h-3h-5(h-3g)}{R^6}=\frac{15g-5h-2\zeta^2h}{R^6},$$

$$\sigma\partial_\sigma p=-\frac h{R^3},\qquad\sigma\partial_\sigma q=-\frac{(3-2\zeta^2)h-3h}{R^5}=\frac{2\zeta^2h}{R^5}.$$

For $\zeta\to\infty$, $g\to1$ and $h\to0$ restore the point dipole. For $\zeta\to0$, $g\to4\zeta^3/3\sqrt\pi$ and $h-3g=O(\zeta^5)$, so $T^{GG}\to4I/(3\sqrt\pi\sigma^3)$; for two equal sites $\sigma^3=2\sqrt2\,\sigma_i^3$ and this is $I/\alpha_i(u)$, so the choice of width makes $T^{GG}$ at full overlap, before the factor $1-f$ is applied, equal to the diagonal block of $B$. The Fermi function has $\partial_Rf=af(1-f)/s$ and, being a function of $R/s$, $\partial_sf=-(R/s)\partial_Rf$. A damped tensor $FT$ enters (2) with $q\to Fq$, $p'\to F'p+Fp'$, $q'\to F'q+Fq'$.

Now (1) is resolved into partial derivatives at fixed barred parameters. Because $D_{ji}=D_{ij}^T$, $\operatorname{Tr}(D\,dC)=\sum_{ij}\operatorname{Tr}(D_{ij}^TdC_{ij})=\sum_{ij}D_{ij}{:}dC_{ij}$, and each pair appears twice with equal value, as $ij$ and as $ji$. Moving site $i$ therefore gives the direct term $\tfrac12\sum_{j\ne i}\kappa_{ij}D_{ij}{:}\nabla(fT)$. For the frequency, $\partial C_{ii}/\partial\bar\omega_i=2\bar\omega_iI$ and $\partial C_{ij}/\partial\bar\omega_i=C_{ij}/\bar\omega_i$; for the polarizability, $\partial C_{ij}/\partial\bar\alpha_i=C_{ij}/2\bar\alpha_i$. Both need $\Sigma_i=\sum_{j\neq i}D_{ij}{:}C_{ij}$. The trace of the $ii$ block of $DC=S$ is $\operatorname{Tr}S_{ii}=\bar\omega_i^2\operatorname{Tr}D_{ii}+\Sigma_i$, which supplies it. Then

$$E_{\omega,i}=\tfrac14\Big[2\bar\omega_i\operatorname{Tr}D_{ii}+\frac{2\Sigma_i}{\bar\omega_i}\Big]-\tfrac32=\frac{\operatorname{Tr}S_{ii}}{2\bar\omega_i}-\tfrac32,$$

$$E_{\alpha,i}=\tfrac14\cdot\frac{2\Sigma_i}{2\bar\alpha_i}=\frac{\operatorname{Tr}S_{ii}-\bar\omega_i^2\operatorname{Tr}D_{ii}}{4\bar\alpha_i},\qquad E_{r,i}=\tfrac12\beta\sum_{j\ne i}\kappa_{ij}\,\partial_sf\;D_{ij}{:}T .$$

All three barred parameters are functions of the numbers $\bar\alpha_i(u_k)$. For $k>0$ the value enters through $\bar C_6$ alone, and $\partial\bar\omega_i/\partial\bar\alpha_i(u_k)=(4/3\bar\alpha_i^2)(6/\pi)w_k\bar\alpha_i(u_k)$. The static value enters $\kappa$ directly, enters $\bar\omega_i\propto\bar\alpha_i^{-2}$ and enters $\bar r_i\propto\bar\alpha_i^{1/3}$. The weights $\ell_i(u_k)=\partial E/\partial\bar\alpha_i(u_k)$ are

$$\ell_i(u_k)=\frac{8w_k\bar\alpha_i(u_k)}{\pi\bar\alpha_i^2}E_{\omega,i}\ \ (k>0),\qquad\ell_i(0)=E_{\alpha,i}-\frac{2\bar\omega_i}{\bar\alpha_i}E_{\omega,i}+\frac{\bar r_i}{3\bar\alpha_i}E_{r,i}. \tag{3}$$

The screening part of $dE$ is $\sum_k\sum_m\ell_m(u_k)\,d\bar\alpha_m(u_k)$. Differentiating $AB=I$ gives $dA\,B+A\,dB=0$, so $dA=-A\,dB\,A$ and, at each frequency,

$$\sum_m\ell_m\,d\bar\alpha_m=-\tfrac13\sum_{m,n}\sum_{i,j}\ell_m\operatorname{Tr}(A_{mi}\,dB_{ij}\,A_{jn}).$$

The sums over $m$ and $n$ can be done first. Define $X_j=\sum_nA_{jn}$ and $Y_i=\sum_mA_{im}\ell_m$. Symmetry of $A$ means $A_{mi}=A_{im}^T$, so $\sum_m\ell_mA_{mi}=Y_i^T$, and $\operatorname{Tr}(Y_i^TdB_{ij}X_j)=\operatorname{Tr}(dB_{ij}X_jY_i^T)=dB_{ij}{:}(Y_iX_j^T)$. Therefore

$$\sum_m\ell_m\,d\bar\alpha_m=-\tfrac13\sum_{ij}dB_{ij}{:}(Y_iX_j^T). \tag{4}$$

$X_j$ is the dipole response to a uniform field, and $Y_i$ is the response to a field whose strength on site $m$ is the sensitivity $\ell_m$. Setting $\ell$ to one on a single site returns $d\bar\alpha_m$ itself. The tensor is even in $\mathbf R$, so $B_{ji}=B_{ij}$ and the two blocks of a pair combine into $M_{ij}=Y_iX_j^T+Y_jX_i^T$. At fixed inputs the diagonal blocks and the widths do not move, and the gradient is

$$\nabla_iE=\tfrac12\sum_{j\ne i}\kappa_{ij}D_{ij}{:}\nabla(fT)-\tfrac13\sum_{k\ge0}\sum_{j\ne i}M_{ij}(u_k){:}\nabla\big[(1-f)T^{GG}\big], \tag{5}$$

with both contractions given by (2), $f$ taken at $\bar s_{ij}$ in the first term and at $s_{ij}$ in the second. $X$ and $Y$ each follow from a linear system with matrix $B(u_k)$ and three right-hand sides. Once $B(u_k)$ has been factorized, which a direct solution for the energy needs anyway, forming $X$, $Y$ and the pair sum takes $O(N^2)$ operations per frequency for all $3N$ components.

In a density-functional calculation the inputs are scaled by Hirshfeld volume ratios $v_i$, as $\alpha_i\propto v_i$, $r_i\propto v_i^{1/3}$ and $C_6\propto v_i^2$, which leaves $\omega_i$ fixed. Equation (5) omits their motion, and the total gradient has the further term $\sum_m(\partial E/\partial\ln v_m)\nabla_i\ln v_m$, whose second factor must come from the electron density. The first factor follows from (4). The ratio $r_m/\alpha_m^{1/3}$ is independent of $v_m$, so $\bar r_m$ depends on it through $\bar\alpha_m$ alone and (3) is unchanged. The derivatives with respect to $\ln v_m$ that enter $dB$ are $-I/\alpha_m(u)$ for the diagonal block, $\beta r_m/3$ for $s_{mj}$, and $\sigma_m^2/3\sigma_{mj}$ for the width, since $\sigma_{mj}\,d\sigma_{mj}=\sigma_m\,d\sigma_m=\tfrac13\sigma_m^2\,d\ln v_m$. Thus

$$\frac{\partial E}{\partial\ln v_m}=\tfrac13\sum_k\Big\{\frac{\operatorname{Tr}Y_mX_m^T}{\alpha_m(u_k)}-\sum_{j\ne m}M_{mj}{:}\Big[(1-f)\frac{\sigma_m^2}{3\sigma_{mj}}\partial_\sigma T^{GG}-\frac{\beta r_m}{3}\partial_sf\,T^{GG}\Big]\Big\}.$$

Each pair term in (5) acts with opposite sign on its two sites, because $\partial\mathbf R/\partial\mathbf R_j=-\partial\mathbf R/\partial\mathbf R_i$, so the net force vanishes. A rigid rotation $O$ sends every block to $O(\cdot)O^T$, which preserves the traces $\bar\alpha_i(u)$ and the spectrum of $C$, so the net torque vanishes too. Both arguments hold for the direct term alone, so these sum rules cannot reveal a missing screening term. What the direct term loses is integrability. Call it $G_a=\partial_aE(\mathbf x,\eta)$ at fixed barred parameters $\eta$, evaluated at $\eta(\mathbf x)$. Its Jacobian is $\partial_b\partial_aE+\sum_\eta(\partial_\eta\partial_aE)\,\partial_b\eta$, and nothing forces the second part to be symmetric in $a,b$; where it is not, $G$ is the gradient of no potential.

Two identical sites on the $z$ axis, undamped and unscreened, give a closed case. With $x=\alpha/R^3$ the off-diagonal elements are $C_{12}^{zz}=\omega^2\alpha(p+qR^2)=-2x\omega^2$ and $C_{12}^{xx}=C_{12}^{yy}=x\omega^2$. A matrix $\omega^2\begin{pmatrix}1&c\\c&1\end{pmatrix}$ has eigenvectors $(1,\pm1)/\sqrt2$ with eigenvalues $\omega^2(1\pm c)$, so $D_{12}=[(1+c)^{-1/2}-(1-c)^{-1/2}]/2\omega$. Since $dc/dR=-3c/R$, each direction contributes $\tfrac12D_{12}\,\omega^2(-3c/R)$, and summing $c=-2x,x,x$ gives

$$\frac{dE}{dR}=\frac{3\omega x}{2R}\Big[\frac1{\sqrt{1-2x}}-\frac1{\sqrt{1+2x}}+\frac1{\sqrt{1-x}}-\frac1{\sqrt{1+x}}\Big].$$

The expansion $(1-y)^{-1/2}-(1+y)^{-1/2}=y+\tfrac58y^3+\dots$ turns the bracket into $3x+\tfrac{45}8x^3$, so $dE/dR=(6C_6/R^7)(1+\tfrac{15}8x^2+\dots)$ with $C_6=\tfrac34\alpha^2\omega$, the derivative of London's $-C_6/R^6$ at leading order. For $\alpha=10$ bohr³ and $\omega=0.5$ Ha, $C_6=37.5$; at 6 bohr $6C_6/R^7=8.04\times10^{-4}$ and $\tfrac{15}8x^2=0.0040$, against the full value $8.070\times10^{-4}$ Ha/bohr. At $2x=1$, $R_c=20^{1/3}=2.714$ bohr, the lowest mode goes soft. With $R=R_c(1+\epsilon)$, $1-2x\approx3\epsilon$, the energy stays finite while the gradient grows as $\epsilon^{-1/2}$: between $\epsilon=10^{-4}$ and $10^{-6}$ it rises by a factor of 10.02. Below $R_c$ the matrix $C$ has a negative eigenvalue and neither $E$ nor $D$ is real.

The full formula is illustrated on a model cluster with round parameters. Three sites A ($\alpha=10$ bohr³, $\omega=0.5$ Ha, $r=3.5$ bohr) form an equilateral triangle on a circle of radius 1.5 bohr in the $xy$ plane, with A1 on the $x$ axis, and a probe B (5 bohr³, 0.7 Ha, 3 bohr) sits 6 bohr up the axis, so $R_{AA}=2.598$ and $R_{AB}=6.185$ bohr. The damping constants $a=6$, $\beta=0.83$ are those the method uses with the PBE functional. The grid maps 15 Gauss–Legendre nodes $t$ to $u=L(1+t)/(1-t)$, $L=0.6$ Ha, with weights multiplied by $2L/(1-t)^2$; going to 40 nodes changes $E$ by $1.4\times10^{-8}$ of its value. $S$ and $D$ come from the Denman–Beavers iteration.

In $B$ the factor $1-f$ is 0.965 for AA and 0.294 for AB. Inversion gives $\bar\alpha_A=8.4307$, $\bar C_{6,A}=31.251$ and $\bar\alpha_B=4.9590$, so $\bar\omega_A=4(31.2512)/[3(8.43067)^2]=0.58625$ Ha and $\bar r_A=3.5(0.84307)^{1/3}=3.3064$ bohr, with $\bar\omega_B=0.70341$ Ha and $\bar r_B=2.9918$ bohr. In $C$, $\bar s_{AA}=0.83\times6.6128=5.4886$ bohr and $f_{AA}=0.0407$, while $f_{AB}=0.750$. The twelve frequencies include four degenerate pairs, at 0.5744, 0.5802, 0.5940 and 0.7045 Ha. With $\operatorname{Tr}S_{AA}=1.758194$ and $\operatorname{Tr}S_{BB}=2.109698$ Ha, $\tfrac12\operatorname{Tr}S=3.69214$ Ha, and subtracting $\tfrac32(3\times0.586248+0.703414)=3.69324$ Ha leaves $E=-1.098\times10^{-3}$ Ha, or $-29.9$ meV, the fourth figure coming from unrounded inputs.

For site A, $E_\omega=1.758194/1.172496-1.5=-4.7\times10^{-4}$ and, with $\operatorname{Tr}D_{AA}=5.121852$ Ha⁻¹, $E_\alpha=(1.758194-1.760313)/33.723=-6.3\times10^{-5}$ Ha/bohr³. The unrounded values are $-4.695\times10^{-4}$ and $-6.286\times10^{-5}$, and $E_r=3.849\times10^{-4}$ Ha/bohr is positive, a larger radius lowering $f$. Equation (3) gives $\ell_A(0)=(-6.286+6.530+5.031)\times10^{-5}=5.275\times10^{-5}$ Ha/bohr³. Since (4) is linear in $\ell$, the screening term splits by the partial derivative that feeds it. In units of $10^{-5}$ Ha/bohr:

| part | $\partial E/\partial x_{A1}$ | $\partial E/\partial z_B$ |
|---|---|---|
| direct | 8.029 | 22.916 |
| through $E_\alpha$ | −33.237 | −0.777 |
| through $E_\omega$ | 10.650 | 0.181 |
| through $E_r$ | 26.620 | 0.491 |
| total | 12.063 | 22.810 |

The totals are 6.20 and 11.73 meV/Å; both are positive, so A1 is pulled toward the axis and B toward the triangle. The $z$ component on each A is $-7.603$, and three of these balance the 22.810 on B. Screening supplies $-0.5\%$ of the total on the probe and 33% of the radial total on A1, where the three parts are each larger in magnitude than their sum of 4.033. The 33% belongs to this geometry only: with the circle radius at 1.3 or 1.8 bohr the share is $-16\%$ or $82\%$. Moving A1 outward raises its own polarizability at the rate 2.82 bohr² and lowers $\bar\omega_{A1}$ at 0.151 Ha/bohr. The $E_\alpha$ and $E_r$ parts multiply the same $d\bar\alpha_m$, so if the A sites dominate, their ratio is $5.031/(-6.286)=-0.800$; the $x_{A1}$ column of the table gives $-0.801$. In the $z_B$ column the polarizability that changes most is that of B itself, the A sites no longer dominate, and the ratio is $-0.63$. At fixed $\bar\omega$, more polarizability strengthens $\kappa$ but also enlarges $\bar r$ and so weakens $f$.

The direct radial term is itself small through a cancellation. At second order in the coupling, replacing $x$ by $fx$ in the dimer gives an AA pair energy $-\bar C_6f^2/R^6=-31.25(0.0407)^2/307.5=-1.68\times10^{-4}$ Ha, with logarithmic derivative $2a(1-f)/\bar s-6/R=2.097-2.309=-0.212$ bohr⁻¹. Two neighbours, each at $30^\circ$ to the radial direction, contribute $2\cos30^\circ\times3.57\times10^{-5}=6.2\times10^{-5}$. The direct $z$ component on A1 is $-7.64\times10^{-5}$, and a central AB pull adds $1.5/6$ of its size, $1.9\times10^{-5}$. The sum, $8.1\times10^{-5}$, lies within 1% of the 8.029 in the table.

The volume factors are $-1.255\times10^{-4}$ Ha for A and $-2.607\times10^{-4}$ Ha for B. If screening were negligible, $\bar\alpha\propto v$ and $\bar r\propto v^{1/3}$ would give $\bar\alpha E_\alpha+\bar rE_r/3$. For B, with $E_\alpha=-1.2036\times10^{-4}$ and $E_r=3.364\times10^{-4}$, this is $(-5.969+3.354)\times10^{-4}=-2.61\times10^{-4}$ Ha, matching to three figures; for the strongly screened A it is $-1.06\times10^{-4}$ Ha, 16% smaller in magnitude than the full value.

At this symmetric geometry the quantities that (5) bypasses behave as derived. One-sided differences of step $10^{-6}$ bohr in $x_{A1}$ give the lower eigenvalue of the pair at 0.5802 Ha a slope of $-0.1298$ Ha²/bohr to the right and $-0.0444$ to the left, while the sum of the pair has $-0.1742$ on both sides. With A1 displaced by $\delta$ along $x$, the Frobenius norm of the eigenvector-matrix derivative along $y_{A1}$, by central differences, is $1.4\times10^3$ bohr⁻¹ at $\delta=10^{-3}$ bohr and $1.4\times10^4$ at $10^{-4}$, whereas at the latter displacement no component of (5) changes by more than $7.5\times10^{-9}$ Ha/bohr. The Jacobian of the direct term, by central differences of step $10^{-4}$ bohr, differs from its transpose by up to $5.0\times10^{-5}$ Ha/bohr², so in this cluster the frozen-screening force is not conservative.
